\section*{Coulomb term energies of the configuration d⁴}

\section*{Problem}

Four electrons occupy one open $d$ shell. All four have the same radial function $R(r)$, and the Hamiltonian $H$ contains their mutual Coulomb repulsion alone. The central-field energy is the same for every state of the configuration and is dropped. Spin-orbit coupling and mixing with other configurations are neglected. With
\[
F^k=\frac{e^2}{4\pi\varepsilon_0}\int_0^\infty\!\!\int_0^\infty
\frac{r_<^k}{r_>^{k+1}}R(r_1)^2R(r_2)^2r_1^2r_2^2\,dr_1dr_2 ,
\]
$F_0=F^0$, $F_2=F^2/49$ and $F_4=F^4/441$, the Racah parameters are
\[
A=F_0-49F_4,\qquad B=F_2-5F_4,\qquad C=35F_4 .
\]

\begin{enumerate}
\item Find the energies of $^5D$, $^3H$, $^3G$ and $^1I$ in terms of $A$, $B$, $C$.
\item The configuration has two $^3P$ terms. Find both energies.
\item Evaluate the six energies for $A=120000$, $B=1000$ and $C=4000$ cm$^{-1}$. These are round model parameters, not those of a particular ion.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item The trace of $H$ over all states with given $M_L$ and $M_S$ does not depend on the basis. It is the sum of the determinant energies and also the sum of the term energies.
\item Begin with two electrons. Direct integrals and traces give every pair energy needed.
\item Take $M_S=1$: three spins up, one down. Three electrons in the five spin-up orbitals are two holes.
\item For $^3P$, couple two holes and the spin-down electron to $L=1$. Only three coupled states exist, and $\mathbf l_2\cdot\mathbf l_3$ in this space follows from exchange symmetry, a trace and a determinant.
\end{enumerate}

\section*{Solution}

\subsection*{Direct integrals}

Expand $1/r_{12}$ in Legendre polynomials of the angle between $\mathbf r_1$ and $\mathbf r_2$. In the direct integral $J(m,m')$ both charge densities are independent of azimuth, so the addition theorem leaves
\[
J(m,m')=\sum_k F^k p_k(m)p_k(m'),\qquad
p_k(m)=\langle P_k(u)\rangle_m,\quad u=\cos\theta .
\]
The density of a $d$ orbital is an even polynomial of degree four in $u$, so $k=0,2,4$. After integration over azimuth the normalized densities are $\frac{15}{16}(1-u^2)^2$, $\frac{15}{4}u^2(1-u^2)$ and $\frac58(3u^2-1)^2$ for $|m|=2,1,0$. Integrating over $-1\le u\le1$ gives, in this order,
\[
\langle u^2\rangle=\tfrac17,\ \tfrac37,\ \tfrac{11}{21},\qquad
\langle u^4\rangle=\tfrac1{21},\ \tfrac5{21},\ \tfrac37 .
\]
With $P_2=(3u^2-1)/2$ and $P_4=(35u^4-30u^2+3)/8$ this means $p_2=s/7$ and $p_4=t/21$, where
\[
s=-2,\ 1,\ 2,\qquad t=1,\ -4,\ 6 .
\]
Hence $J=F_0+ss'F_2+tt'F_4$. Inverting the definitions gives $F_4=C/35$, $F_2=B+C/7$ and $F_0=A+7C/5$, so
\[
J(m,m')=A+ss'B+\frac{49+5ss'+tt'}{35}\,C .
\]
The values are
\begin{align*}
J(2,2)&=A+4B+2C, & J(2,1)&=A-2B+C, & J(1,1)&=A+B+2C,\\
J(2,0)&=A-4B+C, & J(1,0)&=A+2B+C,
\end{align*}
and $J$ does not change when the sign of $m$ or $m'$ is reversed.

\subsection*{Pair energies}

Let two $d$ electrons first be distinguishable, with orbital states coupled to $L=0,\dots,4$. Each $L$ occurs once, with interaction energy $E_L$. Counting states of each $M$ shows that the symmetric orbital states have $L=4,2,0$ and the antisymmetric ones $L=3,1$. Electrons of equal spin therefore have energies $E_F$ and $E_P$.

The state with $M=4$ gives $E_G=J(2,2)$. At $M=3$ the symmetric combination of $(2,1)$ and $(1,2)$ belongs to $G$ and the antisymmetric one to $F$:
\[
J(2,1)+K(2,1)=E_G,\qquad J(2,1)-K(2,1)=E_F ,
\]
where $K$ is the exchange integral. Thus $K(2,1)=6B+C$ and $E_F=A-8B$. The traces at $M=2$ and $M=1$ are
\begin{align*}
2J(2,0)+J(1,1)&=E_G+E_F+E_D,\\
2J(2,-1)+2J(1,0)&=E_G+E_F+E_D+E_P .
\end{align*}
The left sides are $3A-7B+4C$ and $4A+4C$. Subtraction gives
\begin{align*}
E_D&=(3A-7B+4C)-(2A-4B+2C)=A-3B+2C,\\
E_P&=(4A+4C)-(3A-7B+4C)=A+7B .
\end{align*}

\subsection*{Spin-up electrons and the term $^5D$}

A filled spin-up shell contains each of the ten antisymmetric pair states once. Its energy is
\[
U=7E_F+3E_P=10A-35B .
\]
Removing one electron leaves a multiplet with $L=2$, so the energy $e$ removed is the same for every $m$. Summing $e$ over the five electrons counts each pair twice: $5e=2U$, or $e=4A-14B$. The four remaining parallel spins form $^5D$:
\[
\boxed{E(^5D)=U-e=6A-21B}
\]

Now remove two electrons, from $m$ and $m'$. Subtracting $2e$ removes their mutual energy twice, so it must be added back once:
\[
E=U-2e+J(m,m')-K(m,m')=2A-7B+J(m,m')-K(m,m').
\]
The three remaining electrons have $M_L=-m-m'$. The traces of $J-K$ at each $M_L$ are those of two equal-spin electrons, so the terms are $F$ and $P$ with
\[
E(d^3,{}^4F)=2A-7B+E_F=3A-15B,\qquad
E(d^3,{}^4P)=2A-7B+E_P=3A .
\]

\subsection*{The terms $^3H$, $^3G$ and $^1I$}

For $M_S=1$ in $d^4$, couple the three spin-up electrons, the parent, to the spin-down electron with $l=2$:
\[
F\times D\to P,D,F,G,H,\qquad P\times D\to P,D,F .
\]
A state with $M_S=1$ has $S=1$ or $S=2$, and the only quintet is $^5D$. The list thus contains one $^3H$, one $^3G$ and two $^3P$ terms.

The state of $^3H$ with $M_L=5$ is the determinant with spin-up orbitals $2,1,0$ and spin-down orbital $2$. The spin-up part has $M=3$ and so belongs to $^4F$. Opposite spins have no exchange energy:
\begin{align*}
E(^3H)&=3A-15B+J(2,2)+J(2,1)+J(2,0)\\
&=3A-15B+(3A-2B+4C),
\end{align*}
\[
\boxed{E(^3H)=6A-17B+4C}
\]

At $M_L=4$ there are two determinants. In both, the spin-up part ($2,1,0$ or $2,1,-1$) has $M>1$ and must belong to $^4F$. Their energies are
\begin{align*}
3A-15B+J(2,1)+J(1,1)+J(1,0)&=6A-14B+4C,\\
3A-15B+J(2,2)+J(2,1)+J(2,-1)&=6A-15B+4C .
\end{align*}
The sum, $12A-29B+8C$, equals $E(^3H)+E(^3G)$, so
\[
\boxed{E(^3G)=6A-12B+4C}
\]

The largest $M_L$ in $d^4$ is 6, reached by the single determinant with $m=2$ and $m=1$ both doubly occupied. It has $M_S=0$ and is a state of $^1I$. Four pairs join an $m=2$ to an $m=1$ electron, and two of these have equal spins:
\begin{align*}
E(^1I)&=J(2,2)+J(1,1)+4J(2,1)-2K(2,1)\\
&=(2A+5B+4C)+(4A-8B+4C)-(12B+2C),
\end{align*}
\[
\boxed{E(^1I)=6A-15B+6C}
\]

\subsection*{A three-particle Hamiltonian for $^3P$}

A trace would give only the sum of the two $^3P$ energies. To separate them, describe the spin-up electrons by holes. If $a_m$ removes a spin-up electron, define
\[
b_m^\dagger=(-1)^m a_{-m}.
\]
In terms of holes, $L_z=\sum_m m\,b_m^\dagger b_m$. For the raising operator put $c_m=\sqrt{6-m(m+1)}$. Then
\[
L_+=\sum_m c_m a_{m+1}^\dagger a_m=-\sum_m c_m a_ma_{m+1}^\dagger
=\sum_m c_m b_{-m}^\dagger b_{-m-1}.
\]
Since $c_m=c_{-m-1}$, this is the raising operator of particles with $l=2$. Two holes coupled to $L_{12}$ are thus the parent with $L=L_{12}$.

Let $n,n'$ label the spin-down electron. The interaction between opposite spins contains $\langle mn|V|m'n'\rangle a_m^\dagger a_{m'}$, where
\[
a_m^\dagger a_{m'}=\delta_{mm'}-(-1)^{m+m'}b_{-m'}^\dagger b_{-m}.
\]
From $Y_{2m}^*=(-1)^mY_{2,-m}$ it follows that $Y_{2m}^*Y_{2m'}=(-1)^{m+m'}Y_{2,-m'}^*Y_{2,-m}$, and therefore
\[
\langle mn|V|m'n'\rangle=(-1)^{m+m'}\langle -m'\,n|V|{-m}\,n'\rangle .
\]
The signs cancel in the product. A hole acts on the spin-down electron with minus the direct interaction of an electron in the same coupled state.

The $\delta_{mm'}$ term is the field of the filled spin-up shell. That shell is spherical, so only $k=0$ survives, and it contributes $5F_0=5A+7C$. With holes 1, 2 and the spin-down electron 3,
\begin{equation*}
H=(2A-7B)+E_{L_{12}}+(5A+7C)-V_{13}-V_{23}.
\end{equation*}
Here $V_{i3}$ has the eigenvalue $E_J$ when particles $i$ and 3 are coupled to $J$.

\subsection*{Coupling to $L=1$}

Set $\hbar=1$ and $x_{ij}=\mathbf l_i\cdot\mathbf l_j$. Total $L=1$ requires $L_{12}=1,2,3$. In the order $P,D,F$,
\[
x_{12}=\tfrac12[L_{12}(L_{12}+1)-12]=-5,\ -3,\ 0 .
\]
From $\mathbf L^2=18+2(x_{12}+x_{13}+x_{23})=2$ we get $x_{13}+x_{23}=-8-x_{12}$, which is diagonal with entries $-3,-5,-8$.

Exchange of 1 and 2 turns $x_{13}$ into $x_{23}$, and it multiplies the states $P,D,F$ by $-1,+1,-1$. Between states of equal exchange sign the two operators thus have equal matrix elements, each half of that of the sum. This fixes the diagonal of $x_{23}$ and makes its $P$--$F$ element zero. With real phases,
\[
x_{23}=\begin{pmatrix}-\frac32&a&0\\ a&-\frac52&b\\ 0&b&-4\end{pmatrix}.
\]
Particles 2 and 3 could equally well have been coupled first, so $x_{23}$ also has eigenvalues $-5,-3,0$. The sum of their squares is 34 and their product is zero:
\begin{align*}
\tfrac94+\tfrac{25}4+16+2a^2+2b^2&=34
&&\Rightarrow\quad a^2+b^2=\tfrac{19}4,\\
-15+4a^2+\tfrac32b^2&=0 .
\end{align*}
Eliminating $b^2$ gives $\frac52a^2=15-\frac{57}8=\frac{63}8$, hence $a^2=\frac{63}{20}$ and $b^2=\frac85$.

The pair 2,3 also has $J=1,2,3$ only, so $V_{23}$ is a quadratic polynomial in $x=x_{23}$. Write $V_{23}=A-8B+\beta x+\gamma x^2$, which gives $E_F$ at $x=0$. The values $E_P$ at $x=-5$ and $E_D$ at $x=-3$ require
\[
-5\beta+25\gamma=15B,\qquad -3\beta+9\gamma=5B+2C .
\]
The first gives $\beta=5\gamma-3B$; the second then gives $-6\gamma+9B=5B+2C$. Thus
\[
\gamma=\frac{2B-C}3,\qquad \beta=\frac{B-5C}3 .
\]

Two holes of equal spin have odd $L_{12}$, so only $P$ and $F$ are physical. Between these states $V_{13}$ and $V_{23}$ have equal elements. The elements of $x^2$ are
\[
(x^2)_{PP}=\tfrac94+a^2=\tfrac{27}5,\quad
(x^2)_{FF}=16+b^2=\tfrac{88}5,\quad
(x^2)_{PF}=ab .
\]
For $W=V_{13}+V_{23}=2V_{23}$ this gives
\begin{align*}
W_{PP}&=2\left[A-8B-\tfrac12(B-5C)+\tfrac95(2B-C)\right]
=2A-\tfrac{49}5B+\tfrac75C,\\
W_{FF}&=2\left[A-8B-\tfrac43(B-5C)+\tfrac{88}{15}(2B-C)\right]
=2A+\tfrac{24}5B+\tfrac85C,\\
W_{PF}&=\tfrac23(2B-C)\,ab,\qquad a^2b^2=\tfrac{126}{25}.
\end{align*}
Since $H=7A-7B+7C+E_{L_{12}}-W$,
\begin{align*}
H_{PP}&=6A+\tfrac{49}5B+\tfrac{28}5C,\\
H_{FF}&=6A-\tfrac{99}5B+\tfrac{27}5C,\\
H_{PF}&=-\tfrac23(2B-C)\,ab .
\end{align*}

The eigenvalues are half the trace plus or minus half the root of $(H_{PP}-H_{FF})^2+4H_{PF}^2$. The trace is $12A-10B+11C$. Under the root stands
\begin{align*}
&\frac{(148B+C)^2}{25}+\frac{16}9\cdot\frac{126}{25}(2B-C)^2\\
&=\frac{21904B^2+296BC+C^2+896B^2-896BC+224C^2}{25}\\
&=912B^2-24BC+9C^2 .
\end{align*}
Therefore
\[
\boxed{E(^3P_\pm)=6A-5B+\tfrac{11}2C\pm\tfrac12\sqrt{912B^2-24BC+9C^2}}
\]
The subscript $\pm$ labels the two terms, not $J$.

\subsection*{Reading the formulas}

The term $6A$ counts the six electron pairs and cancels from every excitation energy. For $B=0$ the root is $3C$, and the $^3P$ energies become $6A+4C$ and $6A+7C$; the lower one then coincides with $^3H$ and $^3G$. For $C=2B$ the coupling $H_{PF}$ vanishes, and in the $M_S=1$ component the three spin-up electrons are purely $^4F$ in one $^3P$ term and purely $^4P$ in the other. Both cases treat $B$ and $C$ as free parameters; as shown next, a single radial function reaches neither.

Because $r_<^k/r_>^{k+1}$ decreases with $k$ for $r_1\ne r_2$, we have $F^2>F^4>0$. Hence $C>0$ and $B=(9F^2-5F^4)/441>0$. The ratio $\eta=F^4/F^2$ is also bounded below. With $y=\ln r$ the kernel is $(r_1r_2)^{-1/2}e^{-\kappa|y_1-y_2|}$, where $\kappa=k+\frac12$, and the Fourier transform of the exponential is $2\kappa/(\kappa^2+\omega^2)$. Both $F^2$ and $F^4$ are integrals of this function over the same non-negative weight in $\omega$. The ratio of its values for $\kappa=\frac92$ and $\kappa=\frac52$ grows with $\omega^2$ from $\frac59$ at $\omega=0$, so $\frac59<\eta<1$. Since $C/B=35\eta/(9-5\eta)$, this means $\frac{25}8<C/B<\frac{35}4$. The terms $^3H$, $^3G$ and $^1I$ then lie above $^5D$ by $4B+4C$, $9B+4C$ and $6B+6C$. So does the lower $^3P$, because
\[
(32B+11C)^2-(912B^2-24BC+9C^2)=112(B^2+C^2)+728BC>0 .
\]

The formulas describe terms of a single configuration without spin-orbit coupling or a crystal field. Either perturbation can split a term even when it is weak; when it is comparable with the term separations, it can also mix different terms strongly.

\subsection*{Numbers}

For the given parameters $6A=720000$ cm$^{-1}$. The root is
\[
\sqrt{(912-96+144)\times10^6}\ \text{cm}^{-1}=30984\ \text{cm}^{-1},
\]
so the $^3P$ energies relative to $6A$ are $-5000+22000\mp15492$ cm$^{-1}$. The others follow by substitution, for example $-17000+16000=-1000$ cm$^{-1}$ for $^3H$.

\begin{center}
\begin{tabular}{lrrr}
term & $E-6A$ & above $^5D$ & above $^5D$\\
 & (cm$^{-1}$) & (cm$^{-1}$) & (eV)\\
$^5D$ & $-21000$ & 0 & 0\\
$^3H$ & $-1000$ & 20000 & 2.48\\
$^3P_-$ & 1508 & 22508 & 2.79\\
$^3G$ & 4000 & 25000 & 3.10\\
$^1I$ & 9000 & 30000 & 3.72\\
$^3P_+$ & 32492 & 53492 & 6.63
\end{tabular}
\end{center}

Diagonalizing the Coulomb matrix over all 210 determinants reproduces these levels; the numerical output follows this text.

Relative to $6A$, the diagonal elements are $H_{PP}=32200$ and $H_{FF}=1800$ cm$^{-1}$, and $|H_{PF}|=2993$ cm$^{-1}$. Let $w$ be the weight of parent $P$ in the lower term. The upper term has weight $1-w$, so $H_{PP}=wE_-+(1-w)E_+$ and
\[
w=\frac{E_+-H_{PP}}{E_+-E_-}=\frac{32491.93-32200}{30983.87}=0.0094 .
\]
The lower term is 99\% parent $F$: the coupling is small compared with the separation of 30400 cm$^{-1}$ between the diagonal elements. These weights refer to the three parallel spins in the $M_S=1$ component. They are not the full fractional-parentage weights, which also include doublet terms of $d^3$.

\section*{Variation 1: which is lower, $^3H$ or $^3P_-$?}

\emph{For which ratio $C/B$ do the two terms change order?}

The difference is
\[
E(^3P_-)-E(^3H)=\tfrac12\left[(24B+3C)-\sqrt{912B^2-24BC+9C^2}\right].
\]
Both terms in the bracket are positive, so its sign is that of the difference of their squares:
\[
(576B^2+144BC+9C^2)-(912B^2-24BC+9C^2)=168B(C-2B).
\]
Thus $^3H$ is lower for $C>2B$ and $^3P_-$ is lower for $C<2B$. They cross at $C=2B$, where the spin-up parent of $^3P_-$ is purely $F$ and both energies are $6A-9B$. The crossing exists only when $B$ and $C$ are varied freely. For one common radial function $C/B>\frac{25}8$, so within the model $^3H$ always lies below $^3P_-$. The example has $C=4B$, and there $^3H$ is lower by 2508 cm$^{-1}$.

\section*{Variation 2: the term $^2P$ of $d^3$}

\emph{Use the matrix $W$ to find the energy of $^2P$ in $d^3$.}

Take $M_S=\frac12$: two spin-up electrons 1, 2 and one spin-down electron 3. No holes are needed, and
\[
H=E_{L_{12}}+V_{13}+V_{23}.
\]
For $L=1$ the two states have $L_{12}=P,F$. One combination belongs to $^4P$, with energy $3A$; the other is $^2P$. The trace is
\[
E_P+E_F+W_{PP}+W_{FF}=(2A-B)+(4A-5B+3C)=6A-6B+3C ,
\]
so
\[
E(^2P)=3A-6B+3C .
\]

The known $^4P$ energy also checks the off-diagonal element. If $3A$ is an eigenvalue, the determinant of $H-3A$ must vanish. Its diagonal elements are $-\frac75(2B-C)$ and $-\frac85(2B-C)$, with product $\frac{56}{25}(2B-C)^2$. The squared off-diagonal element is $\frac49\cdot\frac{126}{25}(2B-C)^2=\frac{56}{25}(2B-C)^2$, as required.

\section*{Table of computed values}
\begin{verbatim}
Coefficients of the Racah parameters (dimensionless):
J(2,2): 1 A +4 B +2 C
J(2,1): 1 A -2 B +1 C
J(1,1): 1 A +1 B +2 C
J(2,0): 1 A -4 B +1 C
J(1,0): 1 A +2 B +1 C
J(2,-1): 1 A -2 B +1 C
K(2,1): 0 A +6 B +1 C
K(2,0): 0 A +4 B +1 C
K(1,0): 0 A +1 B +1 C
K(2,-1): 0 A +0 B +1 C
pair energy E_S: 1 A +14 B +7 C
pair energy E_P: 1 A +7 B +0 C
pair energy E_D: 1 A -3 B +2 C
pair energy E_F: 1 A -8 B +0 C
pair energy E_G: 1 A +4 B +2 C
filled spin-up shell: 10 A -35 B +0 C
spin-up shell acting on a spin-down electron: 5 A +0 B +7 C
d^3 4F: 3 A -15 B +0 C
d^3 4P: 3 A +0 B +0 C
determinant up(2, 1, 0) down(1): 6 A -14 B +4 C
determinant up(2, 1, -1) down(2): 6 A -15 B +4 C
d^4 5D: 6 A -21 B +0 C
d^4 3H: 6 A -17 B +4 C
d^4 3G: 6 A -12 B +4 C
d^4 1I: 6 A -15 B +6 C
diagonal of l2.l3 for L12=P,D,F (hbar^2): [-1.5 -2.5 -4. ]
squared couplings a^2, b^2 (hbar^4): 3.1500, 1.6000
3P matrix, parent P diagonal: 6 A +9.8 B +5.6 C
3P matrix, parent F diagonal: 6 A -19.8 B +5.4 C
3P coupling = g |2B-C|, g (dimensionless): 1.496663
Example A, B, C (cm^-1): 120000, 1000, 4000
6A (cm^-1): 720000
3P square root (cm^-1): 30983.87
5D: E-6A = -21000.00 cm^-1; above 5D = 0.00 cm^-1 = 0.0000 eV
3H: E-6A = -1000.00 cm^-1; above 5D = 20000.00 cm^-1 = 2.4797 eV
3P lower: E-6A = 1508.07 cm^-1; above 5D = 22508.07 cm^-1 = 2.7906 eV
3G: E-6A = 4000.00 cm^-1; above 5D = 25000.00 cm^-1 = 3.0996 eV
1I: E-6A = 9000.00 cm^-1; above 5D = 30000.00 cm^-1 = 3.7195 eV
3P upper: E-6A = 32491.93 cm^-1; above 5D = 53491.93 cm^-1 = 6.6322 eV
3P example matrix minus 6A, PP, FF, |PF| (cm^-1): 32200.00, 1800.00, 2993.33
lower 3P weights of parents P, F (dimensionless): 0.00942, 0.99058
\end{verbatim}
